\section*{Koopmans' Ionisation Energies, Orbital Relaxation and Correlation in a Closed-Shell Precursor, part 1}

(Sections cited here and not found follow in the second part.)

\section{Frozen orbitals: from two electrons to a closed shell}

\subsection{Definitions and conventions}

The algebra uses atomic units. The nuclei are fixed, relativistic effects are omitted, and the electronic Hamiltonian is
\begin{equation}
H=\sum_{m=1}^{N}h(m)+\sum_{m<n}\frac{1}{r_{mn}}+V_{\rm nuc},
\qquad
h=-\frac12\nabla^2-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}.
\end{equation}
The nuclear repulsion $V_{\rm nuc}$ is a constant. It is part of every total energy and cancels from every energy difference taken at one geometry.

A spin-orbital $\phi_p(x)$ is a real spatial function times a spin function $\alpha$ or $\beta$, and $x$ stands for position and spin together. The spin-orbitals are orthonormal. The letters $i,j,k,l$ denote spin-orbitals occupied in the neutral molecule, $a,b$ denote empty ones, and $p,q,r,s$ denote either kind. The integrals are
\begin{align}
h_{pq}&=\int\phi_p(x)\,h\,\phi_q(x)\,dx,\\
\langle pq|rs\rangle&=\int\!\!\int\phi_p(x_1)\phi_q(x_2)\frac1{r_{12}}\phi_r(x_1)\phi_s(x_2)\,dx_1dx_2,\\
\langle pq||rs\rangle&=\langle pq|rs\rangle-\langle pq|sr\rangle .
\end{align}
The last combination changes sign when $p$ and $q$ are exchanged, so $\langle pp||rs\rangle=0$.

The vertical ionisation energy for an ion state labelled by $k$ is
\begin{equation}
I_k=E(N-1,k)-E(N),
\end{equation}
with both energies at the geometry of the neutral molecule. The removed electron is at rest far away and contributes no energy. A positive $I_k$ is a cost. In photoelectron spectroscopy a photon of energy $\omega$ (atomic units) ejects an electron with kinetic energy $\omega-I_k$ if nuclear motion is ignored. The set of values $I_k$ is therefore a fingerprint of the molecule. Koopmans' estimate replaces $I_k$ by $-\epsilon_k$, where $\epsilon_k$ is a Hartree--Fock orbital energy of the neutral molecule.

\subsection{The smallest closed shell}

Two electrons share one spatial orbital $\varphi$ with opposite spins. Apart from $V_{\rm nuc}$, the energy is
\begin{equation}
E_2=2h_{\varphi\varphi}+J,\qquad
J=\int\!\!\int\frac{\varphi(\mathbf r_1)^2\varphi(\mathbf r_2)^2}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .
\end{equation}
The best orbital makes this energy stationary while $\varphi$ stays normalised. With the multiplier written as $2\epsilon$, the quantity to vary is $2h_{\varphi\varphi}+J-2\epsilon(\int\varphi^2\,d\mathbf r-1)$. The orbital occurs twice in $h_{\varphi\varphi}$ and in the norm, and four times in $J$. A small change $\delta\varphi$ therefore gives
\begin{equation}
4\int\delta\varphi\,\bigl[h+v-\epsilon\bigr]\varphi\,d\mathbf r=0,
\qquad v(\mathbf r_1)=\int\frac{\varphi(\mathbf r_2)^2}{r_{12}}\,d\mathbf r_2 .
\end{equation}
Since $\delta\varphi$ is arbitrary, $(h+v)\varphi=\epsilon\varphi$. Multiplication by $\varphi$ and integration gives $\epsilon=h_{\varphi\varphi}+J$.

Now remove one electron and keep $\varphi$ as it is. The ion has energy $h_{\varphi\varphi}$, so the cost is
\begin{equation}
h_{\varphi\varphi}-(2h_{\varphi\varphi}+J)=-(h_{\varphi\varphi}+J)=-\epsilon .
\end{equation}
The total energy is not the sum of the two orbital energies: $2\epsilon=2h_{\varphi\varphi}+2J$ counts the single repulsion twice. The removal energy needs that repulsion once, and one orbital energy contains it once.

As a limit, let the repulsion be switched off. Then $J=0$, the orbital is an eigenfunction of $h$, and the cost is $-h_{\varphi\varphi}$, as it must be for independent electrons. The ion's best orbital is then the same $\varphi$, so freezing it costs nothing. With repulsion present this is no longer so, which is the subject of the second half.

\subsection{The energy of a determinant}

For $N$ electrons the Hartree--Fock wavefunction is
\begin{equation}
\Phi_0=\frac1{\sqrt{N!}}\sum_P(-1)^P\phi_{P(1)}(x_1)\cdots\phi_{P(N)}(x_N),
\end{equation}
where $P$ runs over the permutations of the $N$ occupied labels. All electrons are equivalent, so the one-electron energy is $N$ times the expectation value of $h(1)$. Let $P$ and $Q$ be the permutations in the two factors of that expectation value. Integration over $x_2,\dots,x_N$ gives zero unless $P$ and $Q$ agree in all those positions, and then they agree in the first as well. Each label $i$ stands first in $(N-1)!$ permutations. Hence
\begin{equation}
N\,\frac{(N-1)!}{N!}\sum_i h_{ii}=\sum_i h_{ii}.
\end{equation}

There are $N(N-1)/2$ electron pairs, each contributing the same amount as electrons 1 and 2. Now $P$ and $Q$ need agree only in positions $3,\dots,N$. Either $Q=P$, with sign $+$, or $Q$ has the first two labels exchanged, with sign $-$. Each ordered pair $i\ne j$ occurs in $(N-2)!$ permutations, so the repulsion is
\begin{equation}
\frac{N(N-1)}2\frac{(N-2)!}{N!}\sum_{i\ne j}\langle ij||ij\rangle
=\frac12\sum_{ij}\langle ij||ij\rangle .
\end{equation}
The terms $i=j$ may be included because they vanish. The determinant energy is
\begin{equation}
E_0=\sum_i h_{ii}+\frac12\sum_{ij}\langle ij||ij\rangle+V_{\rm nuc}.
\label{eq:det}
\end{equation}

The limit $N=2$ is a check. With one spatial orbital and opposite spins, the exchange integral between the two spin-orbitals is zero by spin integration. The double sum holds $J$ twice, the factor $\frac12$ leaves $J$ once, and $2h_{\varphi\varphi}+J$ is recovered.

\subsection{The orbital equation}

Define the Fock matrix
\begin{equation}
F_{pq}=h_{pq}+\sum_i\langle pi||qi\rangle .
\label{eq:fock}
\end{equation}
To see what it measures, rotate one occupied spin-orbital into an empty one of the same spin,
\begin{equation}
\phi_j(\theta)=\cos\theta\,\phi_j+\sin\theta\,\phi_a .
\end{equation}
The rotated orbital stays normalised and orthogonal to the other occupied ones. The part of Eq.~\eqref{eq:det} that depends on it is $h_{jj}+\sum_{i\ne j}\langle ji||ji\rangle$; the factor $\frac12$ has gone because $j$ can be either index of the double sum. This part is quadratic in $\phi_j(\theta)$. Its derivative at $\theta=0$ is
\begin{equation}
\left.\frac{dE}{d\theta}\right|_0
=2\Bigl[h_{ja}+\sum_{i\ne j}\langle ji||ai\rangle\Bigr]=2F_{ja}.
\label{eq:slope}
\end{equation}
The missing term $i=j$ may be restored because $\langle jj||aj\rangle=0$. Equation~\eqref{eq:slope} holds for any determinant, provided that $F$ is built from the orbitals occupied in that determinant.

A converged Hartree--Fock solution is stationary, so $F_{ja}=0$ for each occupied--empty pair. In a restricted closed shell the $\alpha$ and $\beta$ orbitals rotate together. Their two slopes are equal by spin symmetry, so a vanishing sum makes each of them vanish.

The Fock matrix thus has separate occupied and empty blocks. Each is real and symmetric and can be diagonalised by a rotation inside its own space. Such a rotation of the occupied orbitals multiplies the determinant by $\pm1$ and leaves $\sum_i\phi_i(x)\phi_i(x')$ unchanged, so neither the energy nor the operator behind $F$ changes. The orbitals that diagonalise both blocks are the canonical orbitals:
\begin{equation}
F_{pq}=\epsilon_p\delta_{pq},\qquad
\epsilon_k=h_{kk}+\sum_j\langle kj||kj\rangle .
\label{eq:eps}
\end{equation}

\subsection{Removing one electron}

Take the electron out of spin-orbital $k$ and keep the other $N-1$ spin-orbitals. Equation~\eqref{eq:det} applies to the ion with $k$ omitted from each sum. The one-electron sum loses $h_{kk}$. The double sum loses the terms with $i=k$ and those with $j=k$. These two sets are equal, and their common member $i=j=k$ is zero. Therefore
\begin{align}
E_{\rm frozen}(k)-E_0
&=-h_{kk}-\frac12\Bigl[\sum_j\langle kj||kj\rangle+\sum_i\langle ik||ik\rangle\Bigr]\nonumber\\
&=-h_{kk}-\sum_j\langle kj||kj\rangle=-F_{kk}=-\epsilon_k .
\label{eq:koop}
\end{align}
This is Koopmans' result. It is an identity between two determinant energies with common orbitals. It does not say that either determinant is the true state.

The step to $-F_{kk}$ did not use stationarity. It holds for any orthonormal occupied set. The canonical equation entered at the end, to turn the diagonal element into an eigenvalue.

For the closed shell the spin sums can be done. Let $k$ and $j$ now label the $n=N/2$ spatial orbitals, with Coulomb integrals $J_{kj}$ and exchange integrals $K_{kj}$. An electron in $k$ meets two electrons in each orbital $j$ through Coulomb repulsion, and one of them, that of equal spin, through exchange:
\begin{equation}
\epsilon_k=h_{kk}+\sum_{j=1}^{n}(2J_{kj}-K_{kj}).
\end{equation}
For $j=k$ the two integrals coincide, $J_{kk}=K_{kk}$, and the term is $J_{kk}$: the repulsion from the one partner in the same orbital. For $n=1$ this gives $\epsilon=h_{\varphi\varphi}+J$, the two-electron result.

\subsection{A numerical trial on water}

Water serves as an oxygen precursor in atomic layer deposition. The chosen geometry has O--H lengths of 0.96~\AA\ and an angle of $104.5^\circ$. The basis is aug-cc-pVDZ on oxygen and cc-pVDZ on hydrogen, 33 functions in all. Ten electrons fill five spatial orbitals.

Each frozen ion was given its own density, with one electron missing, and its energy was evaluated from the energy functional without use of the orbital energies. The costs for orbitals 5, 4, 3 and 2 are 13.8415, 15.9057, 19.5142 and 36.8580~eV. For orbital 1, essentially the oxygen $1s$ core, the cost is 559.9323~eV. All five agree with $-\epsilon_k$ to the printed digits. This tests the factor $\frac12$ and the self-terms in Eq.~\eqref{eq:koop}. It does not test how near these values are to true ionisation energies.

\subsection{Why the hole sits in a canonical orbital}

The determinant $\Phi_0$ is unchanged, up to a sign, when its occupied orbitals are mixed. One may then ask why the electron should leave a canonical orbital and not a mixture. For a normalised occupied combination $\chi=\sum_i c_i\phi_i$, define the hole state
\begin{equation}
\Phi_\chi(x_2,\dots,x_N)=\sqrt N\int\chi(x_1)\Phi_0(x_1,\dots,x_N)\,dx_1 .
\end{equation}
For $\chi=\phi_k$, orthogonality keeps the permutations with $k$ in first place. The prefactor becomes $\sqrt N/\sqrt{N!}=1/\sqrt{(N-1)!}$, and the result is, up to a sign, the normalised determinant without $k$. The definition is linear in $\chi$, so
\begin{equation}
\Phi_\chi=\sum_i c_i\Phi_i .
\end{equation}

Now choose an orthonormal occupied set that has $\chi$ as one member. The first form of Eq.~\eqref{eq:koop} applies to it and gives the energy
\begin{equation}
\langle\Phi_\chi|H|\Phi_\chi\rangle=E_0-F_{\chi\chi}
=E_0-\sum_{il}c_ic_lF_{il}.
\end{equation}
The left side is also $\sum_{il}c_ic_l\langle\Phi_i|H|\Phi_l\rangle$. The two quadratic forms agree for every normalised $c$, and both matrices are real and symmetric, so the matrices are equal:
\begin{equation}
\langle\Phi_i|H|\Phi_l\rangle=E_0\delta_{il}-F_{il}.
\label{eq:holematrix}
\end{equation}
Canonical orbitals make this matrix diagonal. Frozen one-hole determinants then do not couple to one another, and a mixed hole costs
\begin{equation}
-\sum_i c_i^2\epsilon_i .
\end{equation}
This weighted mean cannot lie below the smallest $-\epsilon_i$. Within the space of frozen one-hole states, the lowest ion has its hole in the highest occupied canonical orbital.

Orbitals 2 and 4 of water have the same symmetry, so symmetry alone would not forbid a coupling between their holes. For a mixing angle of $30^\circ$ the weights are $\cos^2 30^\circ=0.75$ and $\sin^2 30^\circ=0.25$, and the formula gives
\begin{equation}
0.75\times36.858+0.25\times15.906=31.620\ {\rm eV}.
\end{equation}
The directly evaluated energy of the mixed-hole ion gives the same 31.620~eV. A coupling between the two canonical holes would have appeared as a cross term.

\section{Relaxation and correlation: what the estimate leaves out}

\subsection{Symbols and results carried over}

Spin-orbitals $i,j,k$ are occupied in the neutral molecule and $a,b$ are empty; all are real. The antisymmetrised repulsion integral is $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The Fock matrix is $F_{pq}=h_{pq}+\sum_i\langle pi||qi\rangle$, with $i$ running over the orbitals occupied in the determinant concerned. Three results are needed.
\begin{enumerate}
\item For the neutral canonical orbitals, $F_{pq}=\epsilon_p\delta_{pq}$.
\item Removing an electron from $k$ with all other orbitals frozen costs $E_{\rm frozen}(k)-E_0=-\epsilon_k$, where $E_0$ is the neutral Hartree--Fock energy.
\item Rotating an occupied $j$ into an empty $a$ by an angle $\theta$ changes a determinant's energy at the initial rate $dE/d\theta=2F_{ja}$.
\end{enumerate}

\subsection{Two electrons again}

An atom with nuclear charge $Z$ and two electrons shows both omissions in their simplest form. Restrict the orbital to the family
\begin{equation}
\varphi=\sqrt{\zeta^3/\pi}\;e^{-\zeta r}.
\end{equation}
Its gradient has magnitude $\zeta\varphi$, so the kinetic energy is $\frac12\int|\nabla\varphi|^2d\mathbf r=\zeta^2/2$. The mean inverse distance is
\begin{equation}
\int\frac{\varphi^2}{r}\,d\mathbf r
=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr
=4\zeta^3\,\frac1{4\zeta^2}=\zeta .
\end{equation}
Hence $h_{\varphi\varphi}=\zeta^2/2-Z\zeta$. The repulsion $J$ contains one inverse length, and rescaling all lengths by $\zeta$ gives $J=c\,\zeta$ with a positive number $c$ independent of $Z$. The energy of the two-electron atom (neutral only for $Z=2$) and its minimum are
\begin{equation}
E_2=\zeta^2-2Z\zeta+c\zeta,\qquad
2\zeta-2Z+c=0\;\Rightarrow\;\zeta=Z-\frac c2 .
\end{equation}
Each electron partly screens the nucleus from the other. In the ion no partner is left, and $\zeta^2/2-Z\zeta$ has its minimum at $\zeta=Z$, with energy $-Z^2/2$. The orbital contracts. The energy gained relative to the frozen ion is
\begin{equation}
R=\Bigl(\frac{\zeta^2}2-Z\zeta\Bigr)+\frac{Z^2}2
=\frac{(Z-\zeta)^2}2=\frac{c^2}8 .
\end{equation}

Within this one-parameter model, $R$ does not depend on $Z$. The frozen cost is
\begin{equation}
-(h_{\varphi\varphi}+J)=Z\zeta-\frac{\zeta^2}2-c\zeta,
\end{equation}
which grows as $Z^2/2$ for large $Z$. Relaxation then becomes a vanishing fraction of the ionisation energy, although its absolute size stays the same.

The second omission concerns the two-electron atom before ionisation. A product of orbitals gives each electron the average field of the other and does not let the electrons avoid each other instant by instant. The true ground-state energy is no higher than the Hartree--Fock energy, by the variational principle. The one-electron ion has no such error once its orbital is optimised without restriction. Correlation therefore lowers the energy of the two-electron atom alone and raises the ionisation energy. Relaxation lowers it. The two omissions have opposite signs here.

Removing an electron from a canonical orbital $k$ with all other orbitals frozen costs exactly $-\epsilon_k$ in Hartree--Fock energy, and the two-electron atom shows the two effects this leaves out, relaxation and correlation, acting in opposite directions. It remains to treat both effects for a general molecule and to find their sizes for water.

Numbers in the example were calculated in double precision.
